# When an ENDOR Pair Is Centred on Half the Hyperfine Coupling

**Q.** I have a simulated ENDOR spectrum for a silicon dangling bond at a Si/SiO2 interface, with one neighbouring nucleus in the model. The field is 0.35 T and the lines are at 2.04 and 7.96 MHz. An ENDOR pair is centred on the nuclear Larmor frequency and split by the hyperfine coupling. So I read a Larmor frequency of 5.00 MHz and a coupling of 5.92 MHz. The file says the nucleus is 29Si, which must be wrong.

**A.** What Larmor frequency should 29Si have at that field?

**Q.** With a nuclear g factor of \(-1.11\), its magnitude is 2.96 MHz. My centre would need \(|g_n| = 1.11\times 5.00/2.96 = 1.87\). That is why I doubt the label.

**A.** The label can be right. Your rule holds when the coupling is small enough, and we should find out what "small enough" means. In ENDOR, a radio-frequency field flips the nuclear spin while the electron spin keeps its orientation, and the flip is detected through the electron resonance. So we need the energy of a nuclear flip for each electron orientation.

Take electron spin \(S=1/2\), nuclear spin \(I=1/2\), and an isotropic coupling \(A\). Dividing energies by \(h\), so that everything is a frequency,

\[
\frac{H}{h}=\nu_e S_z-\nu_n I_z+A\,\mathbf S\cdot\mathbf I,
\qquad
\nu_e=\frac{g\mu_BB}{h},\quad \nu_n=\frac{g_n\mu_NB}{h}.
\]

The spin operators are dimensionless. I keep the sign of \(\nu_n\): for 29Si here it is \(-2.961\) MHz. With \(g=2.005\), the electron frequency is \(\nu_e=9822\) MHz.

**Q.** Then any coupling of a few MHz is weak. It is a thousand times smaller than the electron frequency.

**A.** That comparison justifies an approximation, but it does not decide where the pair is centred. Because \(\nu_e\) is so large, the electron stays quantized along the field, and to first order we keep only \(A S_zI_z\) from the coupling. Let \(m=\pm1/2\) be the electron quantum number and \(m_I=\pm1/2\) the nuclear one:

\[
E(m,m_I)=\nu_e m-\nu_n m_I+A m m_I .
\]

Now flip the nucleus at fixed \(m\). The electron term cancels:

\[
\begin{aligned}
f_m&=E(m,+\tfrac12)-E(m,-\tfrac12)\\
&=\left(-\tfrac12\nu_n+\tfrac12mA\right)-\left(\tfrac12\nu_n-\tfrac12mA\right)\\
&=mA-\nu_n .
\end{aligned}
\]

The nucleus feels the applied field plus a hyperfine field whose direction depends on the electron. The competition is therefore between \(|A|/2\) and \(|\nu_n|\). The electron frequency has dropped out.

**Q.** But \(f_{+1/2}\) and \(f_{-1/2}\) are still placed symmetrically about \(-\nu_n\). Isn't that my rule?

**A.** It is your rule for signed frequencies. What are they if \(A=10\) MHz?

**Q.** For the upper electron manifold, \(f_+=5.000+2.961=7.961\) MHz. For the lower one, \(f_-=-5.000+2.961=-2.039\) MHz. One of them is negative.

**A.** The negative sign means that in the lower manifold the state \(m_I=+1/2\) lies below \(m_I=-1/2\), whereas in the upper manifold it lies above. The spectrometer's frequency axis shows the size of the energy gap, so the second line appears at \(+2.039\) MHz. Those are your two lines.

Write \(p=|\nu_n|\) and \(q=|A|/2\). Whatever the signs of \(A\) and \(\nu_n\), in one manifold the two contributions add and in the other they oppose each other. The observed frequencies are

\[
\nu_{\rm high}=p+q,\qquad \nu_{\rm low}=|p-q| .
\]

If \(p>q\), the modulus is \(p-q\), and

\[
\frac{\nu_{\rm high}+\nu_{\rm low}}2=p=|\nu_n|,
\qquad
\nu_{\rm high}-\nu_{\rm low}=2q=|A| .
\]

If \(q>p\), the modulus is \(q-p\), and

\[
\frac{\nu_{\rm high}+\nu_{\rm low}}2=q=\frac{|A|}2,
\qquad
\nu_{\rm high}-\nu_{\rm low}=2p=2|\nu_n| .
\]

The first case is called weak coupling and the second strong coupling. The boundary is \(|A|=2|\nu_n|\), which is 5.92 MHz here. A 10 MHz coupling is strong in this sense, although it is only about 0.1% of \(\nu_e\).

**Q.** So the centre gives the coupling and the splitting gives the Larmor frequency, the reverse of what I did. Would my rule have worked at this field for a smaller coupling?

**A.** Yes. Keep \(B=0.35\) T and take \(A=2\) MHz. Then \(|A|/2=1.000\) MHz is less than 2.961 MHz, and the lines are at 1.961 and 3.961 MHz. Their centre is 2.961 MHz and their splitting is 2.000 MHz.

**Q.** We dropped the rest of \(\mathbf S\cdot\mathbf I\). Could the centre at half the coupling be an artefact of that?

**A.** We can put it back without approximation. The omitted part is

\[
A(S_xI_x+S_yI_y)=\frac A2(S_+I_-+S_-I_+),
\]

which exchanges the two spin directions. It connects \(|\!\uparrow\downarrow\rangle\) with \(|\!\downarrow\uparrow\rangle\), where the electron arrow comes first, and leaves the two parallel states alone. In the mixed pair the matrix is

\[
\begin{pmatrix}
-\frac A4+\frac{\Sigma}{2}&\frac A2\\[2pt]
\frac A2&-\frac A4-\frac{\Sigma}{2}
\end{pmatrix},
\qquad \Sigma=\nu_e+\nu_n>0 .
\]

Its eigenvalues are \(-A/4\pm R/2\), with \(R=\sqrt{\Sigma^2+A^2}\). Define \(\delta\) by \(R=\Sigma+2\delta\). The parallel states have energies

\[
E_{\uparrow\uparrow}=\frac{\nu_e-\nu_n}{2}+\frac A4,
\qquad
E_{\downarrow\downarrow}=-\frac{\nu_e-\nu_n}{2}+\frac A4 .
\]

The upper mixed state is mainly \(|\!\uparrow\downarrow\rangle\), so

\[
\begin{aligned}
f_+&=\frac{\nu_e-\nu_n}{2}+\frac A4-\left(-\frac A4+\frac{\nu_e+\nu_n}{2}+\delta\right)\\
&=\frac A2-\nu_n-\delta .
\end{aligned}
\]

The lower mixed state is mainly \(|\!\downarrow\uparrow\rangle\), so

\[
\begin{aligned}
f_-&=-\frac A4-\frac{\nu_e+\nu_n}{2}-\delta-\left(-\frac{\nu_e-\nu_n}{2}+\frac A4\right)\\
&=-\frac A2-\nu_n-\delta .
\end{aligned}
\]

Both signed frequencies move by the same amount. Therefore \(f_+-f_-=A\) exactly in this Hamiltonian. When the two have opposite signs, the sum of their magnitudes is \(|f_+-f_-|=|A|\), and the observed centre is exactly \(|A|/2\). The splitting is what changes: it becomes \(2|\nu_n+\delta|\).

**Q.** How large is the change?

**A.** For \(|A|\ll\Sigma\), expanding the square root gives \(R\approx\Sigma+A^2/(2\Sigma)\), hence

\[
\delta\approx\frac{A^2}{4\Sigma}
=\frac{(10\ {\rm MHz})^2}{4(9822-3)\ {\rm MHz}}
\approx0.0025\ {\rm MHz}.
\]

Diagonalizing the full four-level matrix gives lines at 2.0412 and 7.9588 MHz, against 2.0386 and 7.9614 MHz at first order. The centre stays at 5.0000 MHz, while the splitting goes from 5.923 to 5.918 MHz. These late digits matter for comparing two calculations with the same inputs. The rounded nuclear g factor does not support them as a prediction for a sample, where 2.04 and 7.96 MHz is the sensible statement.

**Q.** Can I tell from the pair whether \(A\) is positive or negative?

**A.** Not from the two frequencies. Replace \(A\) by \(-A\). Since \(\delta\) depends on \(A^2\), it does not change, and \(f_+\) becomes what \(f_-\) was, and the reverse. The lines exchange electron manifolds but stay where they are. You would need to know which manifold produces which line, and also the sign of \(g_n\).

**Q.** There is a worse ambiguity. A nucleus with Larmor frequency 5.00 MHz and coupling 5.92 MHz would give the same pair. That is my original reading, and it satisfies the weak-coupling condition.

**A.** Correct. Two frequencies alone do not select the regime. Knowing the nucleus and the field does, because \(|\nu_n|\) is then fixed. If the nucleus is in doubt, change the field, and change the microwave frequency in proportion so that the electron stays in resonance. The coupling \(A\) is independent of \(B\) in this model, while \(\nu_n\) is proportional to \(B\).

Lower the field to 0.30 T. What does each reading predict?

**Q.** In my reading the Larmor frequency falls to \(5.00\times0.30/0.35=4.29\) MHz. Half the splitting stays at 2.96 MHz. The lines should be at 1.33 and 7.25 MHz, so both move down.

**A.** With 29Si and \(A=10\) MHz, the Larmor frequency falls to 2.538 MHz, and the lines are at 2.465 and 7.535 MHz. The upper line moves down, but the lower one moves up. The centre remains at 5.000 MHz. At first order the strong-coupling lines are \(|A|/2\pm|\nu_n|\), so their slopes with field are equal and opposite. In weak coupling they are \(|\nu_n|\pm|A|/2\), and both rise with field.

**Q.** If I raise the field far enough, then, my rule should come back.

**A.** It should, because \(|\nu_n|\) grows until it exceeds \(|A|/2\). The Larmor frequency per tesla is \(2.961/0.35=8.46\) MHz/T, so the boundary is at

\[
B_0\approx\frac{5.00\ {\rm MHz}}{8.46\ {\rm MHz/T}}=0.591\ {\rm T}.
\]

At 1.2 T, with the same 10 MHz coupling, \(|\nu_n|=10.153\) MHz and the lines are at 5.153 and 15.153 MHz. They are centred on the Larmor frequency and split by 10.000 MHz. The terms weak and strong therefore describe a coupling at a given field; they are not properties of the defect alone.

**Q.** What happens at the boundary itself?

**A.** In one electron manifold the hyperfine field cancels the applied field at the nucleus. The two nuclear levels meet, and the lower line reaches zero frequency. The two descriptions join there, since \(|\nu_n|=|A|/2\) makes both centres equal. The term \(\delta\) moves the crossing by only about 0.0002 T.

**Q.** Near that field I might see one line and miss the other. Is the trouble just that the low frequency is outside the scan?

**A.** That is one possible reason, but the low line is also driven less effectively. Apply a radio-frequency field of amplitude \(B_1\) along \(x\). It acts on both spins, and its coupling is \((B_1/B)V\), with

\[
V=\nu_eS_x-\nu_nI_x .
\]

Let \(J_y=S_y+I_y\). The scalar \(\mathbf S\cdot\mathbf I\) is unchanged when both spins are rotated together, so it commutes with \(J_y\). Using \([S_y,S_z]=iS_x\), and the same relation for \(I\),

\[
[J_y,H/h]=i\nu_eS_x-i\nu_nI_x=iV .
\]

Take this between two energy eigenstates \(a\) and \(b\), with energies measured as frequencies:

\[
i\langle a|V|b\rangle=(E_b-E_a)\langle a|J_y|b\rangle,
\qquad
|\langle a|V|b\rangle|=|f_{ab}|\,|\langle a|J_y|b\rangle| .
\]

For a nuclear flip between unmixed states, the last factor is \(1/2\). The exchange term changes it by a relative amount of about \(|A|/(2\nu_e)\), or 0.05% here. For a bare nucleus the matrix element of \(V\) is \(|\nu_n|/2\). The driving amplitude is therefore multiplied by approximately \(|f|/|\nu_n|\).

**Q.** So the factors are \(7.96/2.96=2.69\) for the upper line and \(2.04/2.96=0.69\) for the lower?

**A.** Yes, and the full matrix elements give the same values at this precision. The electron follows the slow radio-frequency field, so the hyperfine field tilts with the applied field. In one manifold the two tilts reinforce each other; in the other they oppose each other.

At equal \(B_1\), the upper transition has 3.90 times the driving amplitude of the lower. For a pulse short enough to turn the nucleus through a small angle, the flip probability goes as the square, a ratio of about 15. This is not a prediction of the recorded intensity ratio, which also depends on relaxation, pulse lengths and detection.

**Q.** How close is the model to a real dangling bond at the oxide interface?

**A.** The 10 MHz coupling is a round value chosen for illustration; real couplings to neighbouring silicon atoms differ from one site to another. It corresponds to 0.356 mT in an electron resonance spectrum. The atom carrying most of the dangling orbital has a much larger coupling, roughly hundreds of MHz. The model also assumes an isotropic coupling, whereas the coupling of a real neighbour has a direction-dependent part as well.

Suppose that part is axial, with strength \(T=1\) MHz, an assumed value, and that its axis makes an angle \(\theta\) with the field. With the electron held along \(z\), the nucleus sees

\[
D_\parallel=A+T(3\cos^2\theta-1),\qquad
D_\perp=3T\sin\theta\cos\theta .
\]

The first multiplies \(mI_z\), the second multiplies \(m\) times a transverse nuclear operator. Adding the perpendicular components in quadrature gives, at leading order,

\[
\nu_m=\sqrt{(mD_\parallel-\nu_n)^2+(mD_\perp)^2}.
\]

**Q.** Then at \(\theta=0\) the coupling is 12 MHz and the centre should be 6 MHz. At \(90^\circ\) it is 9 MHz, and the centre should be 4.5 MHz.

**A.** The full diagonalization agrees: 3.041 and 8.959 MHz at \(0^\circ\), and 1.541 and 7.459 MHz at \(90^\circ\). At \(45^\circ\) there is a further effect. Half the parallel coupling is 5.25 MHz, but the centre is 5.327 MHz, because the transverse term pushes both frequencies up, the lower one more. So the precise statement "centred on half the coupling" belongs to the isotropic model. With this anisotropy the centre ranges from 4.5 to 6.0 MHz over the orientations considered. That change of 1.5 MHz is far larger than the 0.0025 MHz second-order shift of each line in the isotropic model. The transverse term also prevents the lower line from reaching zero at the boundary, unless \(D_\perp=0\). The driving factor \(|f|/|\nu_n|\) was derived for an isotropic coupling and should not be carried over to this case.

**Q.** And the electron g factor? It depends on orientation too, and I would run at room temperature.

**A.** Take a rough range of \(g\) from 2.001 to 2.009 at fixed microwave frequency. The resonance field then changes by about 0.4%, and with it the nuclear Larmor frequency. The lines shift by 0.012 MHz across that range.

In this model, temperature enters only through the populations. The thermal electron polarization is 2.4% at 10 K and 0.08% at 300 K. With \(A\), \(g\) and \(B\) held fixed, this changes the available signal but not the line positions. Relaxation, which the model leaves out, also depends on temperature and can broaden or suppress the lines, so the model cannot say whether they would be observable at room temperature.

**Q.** Then I should relabel my spectrum: 29Si, Larmor frequency 2.96 MHz from half the splitting, and \(|A|=10.0\) MHz from twice the centre.

**A.** Yes, for the isotropic model you were given. For a measured pair, compare the known \(|\nu_n|\) of the proposed nucleus with the centre and with half the splitting. Away from the boundary, a match with the centre means weak coupling, and a match with half the splitting means strong coupling. Near the boundary the two values lie close together, and anisotropy can shift both, so a single pair may not decide. The comparison also needs \(\delta\ll|\nu_n|\), because in strong coupling half the splitting is really \(|\nu_n+\delta|\), and \(\delta\) grows as \(A^2\). For 29Si at 0.35 T with isotropic coupling, half the splitting is 2.71 MHz for \(A=100\) MHz, 1.37 MHz for 250 MHz, and close to zero near 340 MHz, against \(|\nu_n|=2.96\) MHz. For the atom carrying the dangling orbital, \(\delta\) must therefore be included. The two lines still move in opposite directions with field, but above about 340 MHz it is the upper line that rises when the field is lowered.

If the identity of the nucleus is uncertain, take a second spectrum at a slightly different field and see whether the lower line moves with the upper one or against it. Keep the step small, because a large one can carry the lower line down through zero and up again. Between 0.35 and 1.2 T, your pair goes from 2.04 and 7.96 MHz to 5.15 and 15.15 MHz: both lines end higher, although the coupling was strong at the start.

## Numbers as computed

```
input: g = 2.005, g_n(29Si) = -1.11
input: A = 10.0 MHz, B = 0.35 T
A as electron field splitting = 0.356 mT
electron Larmor frequency = 9821.9 MHz
signed nuclear Larmor frequency = -2.9614 MHz
2|nu_n| = 5.9228 MHz, A/2 = 5.0000 MHz
four exact levels (MHz): -4911.9543 -4909.9131 4906.9543 4914.9131
signed frequency, m=+1/2: 7.9588 MHz
signed frequency, m=-1/2: -2.0412 MHz
first-order lines: 2.0386 and 7.9614 MHz
exact lines: 2.0412 and 7.9588 MHz
exact centre = 5.0000 MHz
exact splitting = 5.9177 MHz
second-order shift delta = 2.546 kHz
weak-coupling misreading: Larmor 5.000 MHz, A 5.918 MHz
misread |g_n| = 1.874, true |g_n| = 1.110
B=0.30 T, A=10.0 MHz: |nu_n|=2.538, lines 2.465, 7.535, centre 5.000 MHz
B=1.20 T, A=10.0 MHz: |nu_n|=10.153, lines 5.153, 15.153, centre 10.153 MHz
B=0.35 T, A=2.0 MHz: |nu_n|=2.961, lines 1.961, 3.961, centre 2.961 MHz
folding field for A = 10 MHz: exact 0.5911 T, first order 0.5909 T
rf amplitude enhancement, upper line = 2.689
rf amplitude enhancement, lower line = 0.689
upper/lower rf amplitude ratio = 3.90
assumed dipolar part T = 1.0 MHz
theta=0 deg: lines 3.041, 8.959, centre 6.000 MHz
theta=45 deg: lines 2.411, 8.243, centre 5.327 MHz
theta=90 deg: lines 1.541, 7.459, centre 4.500 MHz
g range 2.001 to 2.009, fixed microwave frequency: line shift 11.8 kHz
electron polarization at 10 K = 2.356 percent
electron polarization at 300 K = 0.079 percent
```
